\section*{Hydrogen in a Hard Sphere: Cutoff Radii from an Energy Shift}

\section*{Question}

I am setting up numerical atomic orbitals for a periodic calculation. Each orbital must vanish beyond a cutoff radius, and the program asks for an ``energy shift'' instead of the radius: the amount by which confinement raises the energy of the atomic level. I want to understand this for hydrogen, with the proton at the centre of a hard spherical wall of radius $R$.

I tried to treat the wall as a perturbation of the free $1s$ state, but the potential outside is infinite and so is its expectation value. How do I get the shift as a function of $R$, and which radii belong to shifts of 10 and 100 meV? Can I then use those radii in a density-functional calculation?

\section*{Answer}

Keep the Coulomb equation inside the sphere as it is and let the wall enter as a boundary condition. The energy then follows from the zero of a power series.

\subsection*{The equation inside the sphere}

Take a fixed point proton, a nonrelativistic electron and Gaussian units, and let $a=\hbar^2/(me^2)$ be the Bohr radius. For an $s$ state write the radial function as $u(r)/r$. Then
\begin{equation}
-\frac{\hbar^2}{2m}u''-\frac{e^2}{r}u=Eu,\qquad u(0)=u(R)=0 .
\label{radial}
\end{equation}
For a negative energy define $\nu>0$ by
\begin{equation}
E=-\frac{e^2}{2a\nu^2}.
\end{equation}
The free ground state has $\nu=1$. Multiply (\ref{radial}) by $-2m/\hbar^2$ and use $me^2/\hbar^2=1/a$:
\begin{equation}
u''+\left(\frac{2}{ar}-\frac{1}{\nu^2a^2}\right)u=0 .
\end{equation}
With $x=2r/(\nu a)$, the second derivative gains a factor $4/(\nu^2a^2)$. Dividing by it gives
\begin{equation}
\frac{d^2u}{dx^2}+\left(\frac{\nu}{x}-\frac14\right)u=0 .
\end{equation}
Now split off the behaviour at the origin and the exponential, $u=xe^{-x/2}f(x)$. Two differentiations give
\begin{align}
\frac{du}{dx}&=e^{-x/2}\left[xf'+\left(1-\frac x2\right)f\right],\\
\frac{d^2u}{dx^2}&=e^{-x/2}\left[xf''+(2-x)f'+\left(\frac x4-1\right)f\right].
\end{align}
The potential term contributes $e^{-x/2}(\nu-x/4)f$. The terms in $xf/4$ cancel, leaving Kummer's equation,
\begin{equation}
xf''+(2-x)f'+(\nu-1)f=0 .
\end{equation}
Insert $f=\sum_k c_kx^k$ with $c_0=1$. The coefficient of $x^k$ must vanish:
\begin{equation}
(k+1)(k+2)c_{k+1}=(k+1-\nu)c_k .
\label{rec}
\end{equation}
This series is Kummer's function $M(1-\nu,2,x)$, so the wall condition is
\begin{equation}
M\!\left(1-\nu,2,\frac{2R}{\nu a}\right)=0 .
\label{wall}
\end{equation}

\subsection*{Which root is the ground state?}

Let $1<\nu\le2$. Then $c_1=(1-\nu)/2$ is negative, and for $k\ge1$ the factor $k+1-\nu$ in (\ref{rec}) is not negative. Hence no later coefficient is positive. The function falls steadily from 1 to $-\infty$ and has one positive zero, $x_0(\nu)$. With the wall at this zero, $u$ has no interior node, so it is the ground state.

At $\nu=2$ the series stops at $M=1-x/2$. Its zero is $x_0=2$, which means $R=2a$ and
\begin{equation}
\Delta=E+\frac{e^2}{2a}=\frac{e^2}{2a}\left(1-\frac14\right)=\frac{3e^2}{8a}.
\end{equation}
For any $R\ge2a$, the left side of (\ref{wall}) is 1 at $\nu=1$ and $1-R/(2a)\le0$ at $\nu=2$, so a root lies between. There is one such root, because the ground energy is unique. Smaller spheres need $\nu>2$ or a non-negative energy and are not needed here.

\subsection*{From a shift to a radius}

When the shift is given, there is no need to search over energies. From $\Delta=(e^2/2a)(1-1/\nu^2)$,
\begin{equation}
\nu=\left(1-\frac{2a\Delta}{e^2}\right)^{-1/2},\qquad R=\frac{\nu a}{2}\,x_0(\nu).
\label{recipe}
\end{equation}

To see that a larger sphere always has a smaller shift, let $u(r,E)$ solve the radial equation with $u(0)=0$ and $u'(0)=1$, and put $w=\partial u/\partial E$. Differentiating the equation with respect to $E$ gives
\begin{equation}
-\frac{\hbar^2}{2m}w''-\frac{e^2}{r}w=Ew+u .
\end{equation}
Multiply this by $u$, subtract $w$ times the original equation, and integrate. Since $w(0)=u(0)=u(R)=0$,
\begin{equation}
-\frac{\hbar^2}{2m}\Big[uw'-wu'\Big]_0^R
=\frac{\hbar^2}{2m}w(R)u'(R)=\int_0^Ru^2\,dr .
\end{equation}
As the wall moves, $u(R,E(R))$ stays zero, so $u'(R)+w(R)\,dE/dR=0$. Eliminating $w(R)$,
\begin{equation}
\frac{dE}{dR}=-\frac{\hbar^2}{2m}\,\frac{u'(R)^2}{\int_0^Ru^2\,dr}<0 .
\label{slope}
\end{equation}
The slope cannot vanish, because $u(R)=u'(R)=0$ would make $u$ zero everywhere. Physically, the electron pushes the wall outwards.

\subsection*{The numbers}

Summing the series and locating its zero numerically gives these shifts:
\begin{center}
\begin{tabular}{cc}
$R$ (bohr) & $\Delta$ (meV)\\
2 & 10204\\
3 & 2069\\
4 & 455.4\\
5 & 97.50\\
6 & 19.67\\
7 & 3.739\\
8 & 0.6776\\
10 & 0.02005
\end{tabular}
\end{center}

For the two targets use (\ref{recipe}) with $e^2/a=27.2114$ eV. For 10 meV,
\begin{align}
\frac{a\Delta}{e^2}&=\frac{0.010}{27.2114}=3.675\times10^{-4},\\
\nu&=(1-7.350\times10^{-4})^{-1/2}=1.000368 .
\end{align}
The zero is $x_0=12.8181$, so
\begin{equation}
R_{10}=\tfrac12(1.000368)(12.8181)\,a=6.411\ \text{bohr}=3.393\ \text{\AA}.
\end{equation}
For 100 meV, $\nu=1.003695$ and $x_0=9.9310$, so
\begin{equation}
R_{100}=\tfrac12(1.003695)(9.9310)\,a=4.984\ \text{bohr}=2.637\ \text{\AA}.
\end{equation}
At these radii the slopes (\ref{slope}) are $-16.6$ and $-157$ meV/bohr. Near the 10 meV cutoff, moving the wall by 0.1 bohr therefore changes the shift by about 1.7 meV to first order, somewhat more inwards and somewhat less outwards.

\subsection*{Why the shift falls almost exponentially}

Your perturbation idea can be repaired by expanding in the small change of $\nu$ instead of in the wall potential. Put $\nu=1+\delta$. To first order in $\delta$, the recurrence (\ref{rec}) gives, for $k\ge1$,
\begin{equation}
c_k\simeq-\frac{\delta}{2}\prod_{j=1}^{k-1}\frac{j}{(j+1)(j+2)}
=-\frac{\delta}{k\,(k+1)!}.
\end{equation}
The wall condition becomes $\delta\,S(x)=1$, with
\begin{equation}
S(x)=\sum_{k=1}^{\infty}\frac{x^k}{k\,(k+1)!}.
\end{equation}
To the same order $\Delta\simeq e^2\delta/a$. We may also replace $x=2R/(\nu a)$ by $2R/a$ if $\delta R/a\ll1$; this condition matters because $S$ grows exponentially. Thus
\begin{equation}
\Delta\simeq\frac{e^2}{a}\,\frac{1}{S(2R/a)} .
\label{first}
\end{equation}

For a closed form, differentiate the sum: $xS'=(e^x-1-x)/x$. Integrating $S'$ by parts from zero, where the boundary term vanishes,
\begin{align}
S(x)&=\int_0^x\frac{e^t-1-t}{t^2}\,dt
=-\frac{e^x-1-x}{x}+\int_0^x\frac{e^t-1}{t}\,dt\\
&=\mathrm{Ei}(x)-\ln x-\gamma-\frac{e^x-1-x}{x},
\end{align}
where $\mathrm{Ei}$ is the exponential integral and $\gamma$ is Euler's constant. At large $x$, $\mathrm{Ei}(x)\sim(e^x/x)(1+1/x+2/x^2+6/x^3+\cdots)$. The leading $e^x/x$ cancels, so
\begin{equation}
S\sim\frac{e^x}{x^2}\left(1+\frac2x+\frac6{x^2}+\cdots\right).
\end{equation}
Inverting this and setting $x=2R/a$,
\begin{equation}
\Delta\sim\frac{4e^2}{a}\left(\frac Ra\right)^2e^{-2R/a}
\left(1-\frac aR-\frac{a^2}{2R^2}+\cdots\right).
\end{equation}
The shift tends to zero, so every target between zero and $3e^2/(8a)$ has one radius.

The correction in brackets is not small at useful cutoffs. The leading term alone gives 12.1 meV at $R_{10}$ and 127 meV at $R_{100}$, too large by 21\% and 27\% of the target shifts. The full first-order formula (\ref{first}) does better: it gives radii of 6.409 and 4.963 bohr. Its error, relative to the shift from (\ref{wall}), is 3.0\% at 5 bohr and 0.0015\% at 10 bohr.

\subsection*{What the shift means for a basis}

Multiply (\ref{radial}) by $u$ and integrate by parts. The boundary term vanishes, and
\begin{equation}
E(R)=\frac{\int_0^R\left[(\hbar^2/2m)u'^2-(e^2/r)u^2\right]dr}{\int_0^Ru^2\,dr}.
\end{equation}
This is also the energy expectation value of the free atom in the confined solution $u$, continued by zero outside $R$. This function reaches zero continuously at the wall; it is not the free $1s$ orbital cut off at $R$. For this one-electron atom, $\Delta$ is therefore the variational error of a basis containing that single function. It is neither the error of a molecule or solid nor a bound on it, since bonding changes the orbital and a practical basis contains other functions.

The cost moves the other way. Two orbitals with cutoff $R$ can overlap only if their centres are closer than $2R$. If identical atoms are treated as a uniform continuous density, the number of such neighbours grows as $R^3$; in a crystal it rises shell by shell, and the ratio can differ markedly from this estimate. In the continuum estimate, going from 100 to 10 meV multiplies the number by
\begin{equation}
\left(\frac{6.411}{4.984}\right)^3\simeq2.13 .
\end{equation}

\subsection*{Can you use these radii in a density-functional calculation?}

Not directly. The same shift generally gives a different radius when the atomic potential is different. To see by how much, I solved the free hydrogen atom self-consistently on a radial finite-difference grid in the local-density approximation (LDA), with Slater exchange, VWN correlation (the fit to the Ceperley--Alder data, VWN5) and equal spin occupations. I then froze its potential, added the hard wall, and adjusted $R$ until the $1s$ level had risen by the target amount.

The free LDA level is $-6.35$ eV, compared with $-13.61$ eV for the bare Coulomb potential. Much of the attraction is screened by the electron's own density, a self-interaction that LDA does not fully remove. Where the remaining potential is negligible, the radial equation reads $u''=\kappa^2u$ with
\begin{equation}
\kappa a=\sqrt{\frac{2\times6.353}{27.211}}\simeq0.68 .
\end{equation}
The bare Coulomb orbital has the exponential rate $1/a$. The slower LDA decay suggests a larger cutoff, and the calculation gives one:
\begin{align}
R_{10}^{\mathrm{LDA}}&=7.30\ \text{bohr}=3.86\ \text{\AA},\\
R_{100}^{\mathrm{LDA}}&=5.53\ \text{bohr}=2.93\ \text{\AA}.
\end{align}
These exceed the Coulomb radii by about 0.9 and 0.5 bohr. They belong to this functional, this spin treatment and a frozen potential with a hard wall (a fully spin-polarized atom, with its level at $-7.32$ eV, gives 6.91 and 5.27 bohr, and the RPA fit of VWN gives 7.23 and 5.50 bohr); a pseudopotential or a smooth confining potential needs its own calculation. So give your program the energy shift and let it find the radius for its own atom. Then reduce the shift until the energy differences you need in the solid stop changing at your required accuracy. This removes only the effect of confinement, since the orbitals tend to those of the free atom, and in a small basis it need not bring you closer to the exact result. For H$_2^+$ at a separation of 2 bohr with one confined orbital per proton, the total energy is $-0.562$ hartree at the 100 meV radius, $-0.555$ at the 10 meV radius and $-0.554$ with free orbitals, while a cutoff of 3.5 bohr gives $-0.572$ and the exact value is $-0.603$. The number of basis functions per atom has to be converged separately.
